# Noise-driven growth of a stressed surface from a flat start: verification in Python

```python
# RESULT UNDER TEST
# A strained flat film with random deposition obeys, for each Fourier mode,
#     dh_k/dt = r(k) h_k + noise,   r(k) = M*gamma*k^3*(k_c - k),
#     k_c = 2 (1-nu^2) s0^2 / (E gamma),
# and from a flat start its height spectrum S = <|h_k|^2>/Area is
#     S(k,t) = N (exp(2 r t) - 1)/(2 r),   N = Omega*V,   S(k_c,t) = N t.
# E, nu: Young modulus, Poisson ratio; s0: in-plane misfit stress;
# gamma: surface energy; M: surface-diffusion mobility; Omega: atomic volume;
# V: mean growth speed; k: wavenumber; t: time.
# Lengths in nm, times in s, energies in eV, elastic constants in GPa.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar

# ---------- chosen round parameters (rough SiGe-on-Si regime) ----------
young, nu = 130.0, 0.27            # GPa, 1
misfit = 0.02
gamma_SI = 1.0                     # J/m^2, equal to GPa nm
omega = 0.02                       # nm^3
temperature = 900.0                # K
speed = 0.02                       # nm/s
diff_cm2 = 1e-12                   # cm^2/s, mass-transfer diffusivity
t_end = 1000.0                     # s
start_thickness = 5.0              # nm
c44_cubic = 80.0                   # GPa, rough cubic shear constant

gpa_to_ev = 1e9 * 1e-27 / const.e  # GPa -> eV/nm^3
gamma = gamma_SI * 1e-18 / const.e # eV/nm^2
kT = const.k * temperature / const.e
lattice = (8 * omega) ** (1 / 3)   # diamond cell holds eight atoms
site_density = 2 / lattice**2      # atoms per nm^2 on a (001) layer
diff = diff_cm2 * 1e14             # nm^2/s
mobility = diff * site_density * omega**2 / kT   # nm^6/(eV s)
s0 = young * misfit / (1 - nu)     # GPa
noise = omega * speed              # nm^4/s


# ---------- elasticity solved from the equilibrium equations ----------
def surface_response(c11, c12, c44):
    """Half space z<0, wave exp(ikx), loaded by shear s0*dh/dx.
    Returns surface strain e_xx and stress s_xx per (s0 k h), and the
    strain energy integrated over depth, for s0*k*h = 1 and k = 1."""
    mid = (c12 + c44) ** 2 - c44**2 - c11**2
    q = np.sqrt(np.roots([c11 * c44, mid, c11 * c44]).astype(complex))
    u = 1j * q * (c12 + c44)
    w = c11 - c44 * q**2
    exx, ezz, gxz = 1j * u, q * w, q * u + 1j * w
    sxx, szz, sxz = c11 * exx + c12 * ezz, c12 * exx + c11 * ezz, c44 * gxz
    amp = np.linalg.solve(np.array([sxz, szz]), np.array([1j, 0]))
    z = np.linspace(-25, 0, 20001)
    waves = amp[:, None] * np.exp(q[:, None] * z)
    density = sum(np.real(np.conj(s @ waves) * (e @ waves))
                  for s, e in ((sxx, exx), (szz, ezz), (sxz, gxz))) / 4
    return (exx @ amp).real, (sxx @ amp).real, trapezoid(density, z)


denominator = (1 + nu) * (1 - 2 * nu)
c11, c12 = young * (1 - nu) / denominator, young * nu / denominator
c44_iso = (c11 - c12) / 2
# The isotropic case has a double root, so the shear constant is detuned
# by 1e-4; this sets the tolerance of 1e-3 below.
strain_iso, stress_iso, _ = surface_response(c11, c12, c44_iso * 1.0001)
assert abs(stress_iso + 2) < 1e-3
assert abs(strain_iso * young / (-2 * (1 - nu**2)) - 1) < 1e-3
assert abs((c11 + c12 - 2 * c12**2 / c11) * misfit / s0 - 1) < 1e-10

strain_cub, stress_cub, stored = surface_response(c11, c12, c44_cubic)
# Total energy is first-order work h*s0*e_xx plus stored strain energy.
# It must be half of (surface energy-density change)*h, averaged over x.
total_energy = strain_cub / 2 + stored
assert abs(total_energy / (strain_cub / 4) - 1) < 1e-4

# ---------- neutral and fastest wavenumber ----------
k_c = 2 * (1 - nu**2) * s0**2 / (young * gamma_SI)
rate_unit = mobility * gamma * k_c**4


def rate(k):
    return mobility * gamma * k**3 * (k_c - k)


def rate_from_elasticity(k):
    drive = -s0**2 * strain_iso * gpa_to_ev * k
    return mobility * k**2 * (drive - gamma * k**2)


k_neutral_num = brentq(rate_from_elasticity, 0.3 * k_c, 3 * k_c)
best = minimize_scalar(lambda k: -rate_from_elasticity(k) / rate_unit,
                       bounds=(0.1 * k_c, k_c), method="bounded",
                       options={"xatol": 1e-9})
k_fast = 0.75 * k_c
r_fast = 27 / 256 * rate_unit
assert abs(k_neutral_num / k_c - 1) < 1e-3
assert abs(best.x / k_fast - 1) < 2e-3
assert abs(-best.fun * rate_unit / r_fast - 1) < 2e-3


def time_factor(r, t):
    """Spectrum divided by the noise strength."""
    return t if abs(r * t) < 1e-12 else np.expm1(2 * r * t) / (2 * r)


# ---------- random deposition, atom by atom, on a 2D grid ----------
# Lengths in 1/k_c, times in 1/(M gamma k_c^4); period 4 neutral waves.
rng = np.random.default_rng(12345)
side, runs, steps, t_sim = 12, 1500, 300, 16.0
dt = t_sim / steps
length = 8 * np.pi
ix, iy = np.divmod(np.arange(side * side), side)
mode_numbers = np.array([2, 3, 4, 5])
angles = 2 * np.pi / side * np.concatenate(
    [np.outer(ix, mode_numbers), np.outer(iy, mode_numbers)], axis=1)
basis = np.concatenate([np.cos(angles), -np.sin(angles)], axis=1)
kappa = mode_numbers / 4
r_sim = kappa**3 - kappa**4
r_all = np.tile(r_sim, 4)
mean_count = 0.5                          # atoms per cell and step
flux = mean_count * side**2 / (length**2 * dt)
h_modes = np.zeros((runs, 16))            # atomic volume set to one
spectra = {}
for step in range(1, steps + 1):
    counts = rng.poisson(mean_count, (runs, side * side)).astype(float)
    kick = counts @ basis
    h_modes = ((1 + r_all * dt / 2) * h_modes + kick) / (1 - r_all * dt / 2)
    if step in (steps // 2, steps):
        power = (h_modes**2).mean(axis=0).reshape(4, 4).sum(axis=0) / 2
        spectra[step] = power / length**2 / flux
simulated = spectra[steps]
predicted = np.array([time_factor(r, t_sim) for r in r_sim])
sim_ratio = simulated / predicted
# 3000 complex samples per mode: standard error about 2 %; allow 5 sigma.
assert np.all(np.abs(sim_ratio - 1) < 0.09)
neutral_half = spectra[steps // 2][2] / (t_sim / 2)
assert abs(neutral_half - 1) < 0.09
assert simulated[1] > 5 * t_sim and simulated[3] < 0.2 * t_sim

# ---------- thermal noise of surface diffusion, summed over hops ----------
hop = lattice / np.sqrt(2)
hop_rate = 4 * diff / hop**2
hop_sum = 0.0
for dx, dy in ((hop, 0), (-hop, 0), (0, hop), (0, -hop)):
    jump = omega * (np.exp(-1j * k_c * dx) - 1)
    hop_sum += site_density * hop_rate / 4 * abs(jump) ** 2


def thermal_noise(k):
    return 2 * kT * mobility * k**2


# A finite hop length gives a relative error near (k hop)^2/12.
assert abs(hop_sum / thermal_noise(k_c) - 1) < 1e-3

# ---------- worked example ----------
k_stable = 1.25 * k_c
times = (125.0, 250.0, 500.0, 1000.0)
table = [(t, noise * time_factor(rate(k_fast), t), noise * t,
          noise * time_factor(rate(k_stable), t)) for t in times]
window = 0.1 / (rate_unit * t_end)
edge = time_factor(rate(k_c * (1 - window)), t_end) / t_end
assert abs(edge - 1.1) < 0.02


def band_rms(power, with_thermal):
    def integrand(k):
        strength = noise + (thermal_noise(k) if with_thermal else 0)
        return k**(1 + power) * strength * time_factor(rate(k), t_end)
    return np.sqrt(quad(integrand, 0, k_c)[0] / (2 * np.pi))


rms_dep, rms_all = band_rms(0, False), band_rms(0, True)
slope_dep, slope_all = band_rms(2, False), band_rms(2, True)
kc_ratio = strain_cub / (-2 * (1 - nu**2) / young)
exponent = 2 * r_fast * t_end

burgers = lattice / np.sqrt(2)
mb_prefactor = burgers * (1 - nu / 4) / (8 * np.pi * (1 + nu) * misfit * 0.5)
h_crit = brentq(lambda h: h - mb_prefactor * (np.log(h / burgers) + 1),
                2 * burgers, 200)

print("INPUTS (round, rough)")
print(f"Young modulus {young:.0f} GPa, Poisson ratio {nu:.2f}")
print(f"misfit {100*misfit:.1f} %, surface energy {gamma_SI:.1f} J/m^2")
print(f"atomic volume {omega:.3f} nm^3, temperature {temperature:.0f} K")
print(f"growth speed {speed:.3f} nm/s, duration {t_end:.0f} s")
print(f"surface diffusivity {diff_cm2:.1e} cm^2/s")
print(f"initial film thickness {start_thickness:.1f} nm")
print(f"cubic shear constant for anisotropy {c44_cubic:.0f} GPa")
print("DERIVED")
print(f"misfit stress {s0:.3f} GPa")
print(f"surface energy {gamma:.3f} eV/nm^2, kT {kT:.5f} eV")
print(f"site density {site_density:.3f} nm^-2")
print(f"mobility M {mobility:.3f} nm^6/(eV s)")
print(f"noise strength N {noise:.2e} nm^4/s")
print(f"neutral wavenumber {k_c:.4f} nm^-1")
print(f"neutral wavelength {2*np.pi/k_c:.2f} nm")
print(f"fastest wavelength {2*np.pi/k_fast:.2f} nm")
print(f"rate unit M gamma k_c^4 {rate_unit:.5f} s^-1")
print(f"fastest amplitude rate {r_fast:.3e} s^-1")
print(f"crossover time 1/(2r) of fastest mode {1/(2*r_fast):.1f} s")
print(f"rate at 1.25 k_c {rate(k_stable):.3e} s^-1")
print(f"saturation at 1.25 k_c {noise/(-2*rate(k_stable)):.5f} nm^4")
print("SPECTRUM in nm^4: t [s], 0.75 k_c, k_c, 1.25 k_c")
for row in table:
    print(f"{row[0]:6.0f} {row[1]:10.4f} {row[2]:8.4f} {row[3]:9.5f}")
print(f"exponent 2rt of fastest mode at end {exponent:.3f}")
print(f"relative distance below k_c for rt near 0.1: {100*window:.3f} %")
print(f"S/(N t) at that distance {edge:.4f}")
print("TESTS")
print(f"surface stress change/(s0 k h), isotropic {stress_iso:.4f}")
print("simulated S / formula at k/k_c = 0.5, 0.75, 1, 1.25:")
print("  " + "  ".join(f"{x:.3f}" for x in sim_ratio))
print(f"neutral mode at half time, S/(N t) {neutral_half:.3f}")
print(f"hop sum / thermal noise formula {hop_sum/thermal_noise(k_c):.5f}")
print("NEGLECTED EFFECTS")
print(f"thermal/deposition noise at k_c {thermal_noise(k_c)/noise:.1f}")
print(f"same ratio at 0.75 k_c {thermal_noise(k_fast)/noise:.1f}")
print(f"rms height, unstable band, deposition only {rms_dep:.4f} nm")
print(f"rms height, unstable band, both noises {rms_all:.4f} nm")
print(f"rms slope, deposition only {slope_dep:.4f}")
print(f"rms slope, both noises {slope_all:.4f}")
print(f"atomic layer height {lattice/4:.4f} nm")
print(f"cubic/isotropic neutral wavenumber, [100] wave {kc_ratio:.3f}")
print(f"exponent 2rt with cubic elasticity {exponent*kc_ratio**4:.3f}")
print(f"final film thickness {start_thickness+speed*t_end:.1f} nm")
print(f"Matthews-Blakeslee thickness {h_crit:.2f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS (round, rough)
Young modulus 130 GPa, Poisson ratio 0.27
misfit 2.0 %, surface energy 1.0 J/m^2
atomic volume 0.020 nm^3, temperature 900 K
growth speed 0.020 nm/s, duration 1000 s
surface diffusivity 1.0e-12 cm^2/s
initial film thickness 5.0 nm
cubic shear constant for anisotropy 80 GPa
DERIVED
misfit stress 3.562 GPa
surface energy 6.242 eV/nm^2, kT 0.07756 eV
site density 6.786 nm^-2
mobility M 3.500 nm^6/(eV s)
noise strength N 4.00e-04 nm^4/s
neutral wavenumber 0.1809 nm^-1
neutral wavelength 34.73 nm
fastest wavelength 46.30 nm
rate unit M gamma k_c^4 0.02341 s^-1
fastest amplitude rate 2.469e-03 s^-1
crossover time 1/(2r) of fastest mode 202.5 s
rate at 1.25 k_c -1.143e-02 s^-1
saturation at 1.25 k_c 0.01750 nm^4
SPECTRUM in nm^4: t [s], 0.75 k_c, k_c, 1.25 k_c
   125     0.0692   0.0500   0.01649
   250     0.1974   0.1000   0.01744
   500     0.8757   0.2000   0.01750
  1000    11.2195   0.4000   0.01750
exponent 2rt of fastest mode at end 4.938
relative distance below k_c for rt near 0.1: 0.427 %
S/(N t) at that distance 1.1056
TESTS
surface stress change/(s0 k h), isotropic -1.9999
simulated S / formula at k/k_c = 0.5, 0.75, 1, 1.25:
  1.004  0.972  0.971  1.003
neutral mode at half time, S/(N t) 0.958
hop sum / thermal noise formula 0.99960
NEGLECTED EFFECTS
thermal/deposition noise at k_c 44.4
same ratio at 0.75 k_c 25.0
rms height, unstable band, deposition only 0.1114 nm
rms height, unstable band, both noises 0.5593 nm
rms slope, deposition only 0.0149
rms slope, both noises 0.0783
atomic layer height 0.1357 nm
cubic/isotropic neutral wavenumber, [100] wave 0.868
exponent 2rt with cubic elasticity 2.802
final film thickness 25.0 nm
Matthews-Blakeslee thickness 3.65 nm
ALL CHECKS PASSED
```
